# Dual-kinetic-balance B-splines, spurious Dirac levels and the hyperfine integral, part 1

(Sections cited here and not found follow in the second part.)

## A zigzag that costs nothing

Take $\hbar=m=c=1$, so that lengths are in $\hbar/mc$ and energies in $mc^2$. The radial Dirac operator acts on the large and small components $(P,Q)$ as

$$H(\kappa,V)=\begin{pmatrix}1+V&-D_-\\ D_+&-1+V\end{pmatrix},\qquad D_\pm=\frac{d}{dr}\pm\frac{\kappa}{r}.$$

The naive finite basis, here called the equal basis, uses one set of functions twice, $(B_j,0)$ and $(0,B_j)$. Drop $V$ and $\kappa/r$, and let the $B_j$ be hat functions on a uniform grid of spacing $h$. On each of its two intervals $B_i$ has area $h/2$, and there the neighbours have slopes $\pm1/h$, so $\langle B_i|B_{i\pm1}'\rangle=\pm\tfrac12$ and $\langle B_i|B_i'\rangle=0$. For $P=\sum_jc_jB_j$ the coupling to the small component is $\langle B_i|P'\rangle=\tfrac12(c_{i+1}-c_{i-1})$, which vanishes for $c_j=(-1)^j$. Away from the ends of the grid this zigzag with $Q=0$ solves the matrix problem at $E=1$, as a particle at rest. Its true slope is $\pm2/h$ and its mean square is $\tfrac13$, so $\|P'\|^2/\|P\|^2=12/h^2$. The matrix sees $\|\Pi D_+P\|^2$, with $\Pi$ the projector on the splines, and not $\|D_+P\|^2$. An attractive potential can bind such a function.

## What the equal basis does to a Coulomb spectrum

For a point nucleus, $V=-z/r$ with $z=Z\alpha<|\kappa|$, the damage can be stated in closed form. Orthonormalise $n$ splines that vanish at both ends. The matrix $d$ of $d/dr$ is then antisymmetric (integration by parts), and the matrix $\rho$ of $1/r$ is symmetric. The two rows of $(H-E)\psi=0$, solved for the derivative terms, are

$$d\,p=-\kappa\rho p+z\rho q+(E+1)q,\qquad d\,q=-z\rho p+\kappa\rho q+(1-E)p,$$

that is $(d-K\rho-C)\psi=0$ with the $2\times2$ matrices

$$K=\begin{pmatrix}-\kappa&z\\-z&\kappa\end{pmatrix},\qquad C=\begin{pmatrix}0&E+1\\1-E&0\end{pmatrix}.$$

Multiplication gives $K^2=\gamma^2$ with $\gamma=\sqrt{\kappa^2-z^2}$, and $\operatorname{tr}K=0$, so a similarity transformation independent of $E$ brings $K$ to $\operatorname{diag}(-\gamma,\gamma)$. It keeps $C$ traceless, $C\to\begin{pmatrix}-\alpha_0&\beta\\ \beta'&\alpha_0\end{pmatrix}$. Two invariants fix what is needed. First, $\operatorname{tr}KC=z(1-E)-z(E+1)=-2zE$ must equal $2\gamma\alpha_0$, so $\alpha_0=-zE/\gamma$. Second, $\det C=E^2-1$ must equal $-\alpha_0^2-\beta\beta'$, so $\beta\beta'=1-E^2-z^2E^2/\gamma^2=1-E^2\kappa^2/\gamma^2$. With $A=d+\gamma\rho+\alpha_0$, antisymmetry of $d$ gives $d-\gamma\rho-\alpha_0=-A^T$, and the system for the transformed components $(f,g)$ is

$$Af=\beta g,\qquad -A^Tg=\beta'f.$$

The off-diagonal blocks are multiples of the unit matrix, so the determinant is $\det(-AA^T-\beta\beta')$. Neither $A$ nor $\beta\beta'$ depends on the sign of $\kappa$. The spectra for $\kappa$ and $-\kappa$ therefore coincide in the equal basis, at any size.

The differential equation avoids this at $\beta\beta'=0$. The eigenvector of $K$ for $+\gamma$ is $(z,\kappa+\gamma)$, and $\beta=0$ means that $C$ maps it onto a multiple of itself: $(E+1)(\kappa+\gamma)^2=(1-E)z^2=(1-E)(\kappa-\gamma)(\kappa+\gamma)$, hence $E=-\gamma/\kappa$. Replacing $\gamma$ by $-\gamma$ gives $\beta'=0$ at $E=\gamma/\kappa$. Let $z>0$ and $E=\gamma/|\kappa|$, so $\alpha_0=-z/|\kappa|$. For $\kappa<0$, $\beta=0$ allows $f=0$, $A^Tg=0$, solved by the normalisable $g=r^\gamma e^{-zr/|\kappa|}$. For $\kappa>0$, $\beta'=0$ and $\beta\ne0$. Then $A^Tg=0$ gives $g=c\,r^\gamma e^{-zr/|\kappa|}$, and $Af=\beta g$ reads $(r^\gamma e^{-zr/|\kappa|}f)'=\beta c\,r^{2\gamma}e^{-2zr/|\kappa|}$. For a regular, normalisable $f$ the left side integrates to zero over $(0,\infty)$, while the right side does so only for $c=0$. That leaves $g=0$, $Af=0$, solved by $r^{-\gamma}e^{+zr/|\kappa|}$, which is not normalisable, so there is no level. A square matrix cannot make this distinction: $A$ and $A^T$ have the same singular values, and once the basis represents $g$ well, some $f$ has $Af\approx0$.

For $Z=80$, $z=0.583788$, $\gamma=0.811906$ and order-8 splines, the $\pm\kappa$ spectra agree to about $10^{-13}$ (relative to $\max(1,|E|)$). The lowest $\kappa=+1$ level is at $0.811906$, the 1s energy, and the lowest $\kappa=+2$ level is at $0.956451$, the 2p$_{3/2}$ energy.

Now replace the point by a uniformly charged ball,

$$V=-\frac{z}{2R}\Big(3-\frac{r^2}{R^2}\Big)\ (r<R),\qquad V=-\frac zr\ (r>R),$$

with the round model radius $R=7$ fm $=7/386.159=0.0181272$ and $V(0)=-1.5z/R=-48.308$. For $z>0$ the ball potential lies above $-z/r$, so every matrix eigenvalue can only rise. With order-8 splines on 7 intervals inside the ball and 60 outside, the extra $\kappa=+1$ level rises to $0.924660$ (binding 38.50 keV) and stays below the true 2p$_{1/2}$ level, $0.951817$ (24.62 keV). Its position belongs to the basis: it moves in the third decimal when the knots are changed and in the second when the spline order is. It is the zigzag: all 73 of 73 neighbouring coefficient pairs of $P$ alternate in sign, and $\|D_+P\|^2=4036$ against a projected $0.1352$, a ratio of $3.0\times10^4$. For the true level both norms are $0.1298$. Its coefficients show 9 sign changes although the exact $P$ has no node. They sit at the first coefficient and in the far tail, where the coefficients are of order $10^{-6}$ of the largest, and the discrete $P$ does change sign there: these are small basis errors, not structure of the state.

## A symmetry that is not sufficient

Exchange the components with $\sigma_x$. Since $D_\pm(-\kappa)=D_\mp(\kappa)$,

$$\sigma_xH(\kappa,V)\sigma_x=\begin{pmatrix}-1+V&D_+\\-D_-&1+V\end{pmatrix}=-H(-\kappa,-V).$$

A basis that $\sigma_x$ maps onto its partner for $-\kappa$ has $\operatorname{spec}(\kappa,V)=-\operatorname{spec}(-\kappa,-V)$, and a repulsive potential then binds from the negative continuum what an attractive one binds from the positive. The equal basis has this property, so it carries its extra level over to $\kappa<0$, $z<0$. The symmetry should be kept, but the cure must come from elsewhere.

## Building the derivative into the basis

The zigzag was free because $D_+P$ lay outside the space offered to $Q$. The second row of the Dirac equation gives $Q=D_+P/(E+1-V)$, close to $\tfrac12D_+P$ for $E\approx1$ and weak $V$. The first row gives $P=D_-Q/(1+V-E)$, close to $\tfrac12D_-Q$ for $E\approx-1$. Dual kinetic balance (DKB) takes both:

$$u_j=\big(B_j,\ \tfrac12D_+B_j\big),\qquad v_j=\big(\tfrac12D_-B_j,\ B_j\big),$$

and $\sigma_xu_j(\kappa)=v_j(-\kappa)$ preserves the symmetry. Matrix elements use the form

$$h(\psi,\tilde\psi)=\int\big[(1+V)P\tilde P+(V-1)Q\tilde Q+Q\,D_+\tilde P+\tilde Q\,D_+P\big]dr,$$

which differs from $\langle\psi|H\tilde\psi\rangle$ by the boundary term $[P\tilde Q]$ that arises in $-\int PD_-\tilde Q=\int\tilde QD_+P-[P\tilde Q]$. At $r_{\max}$ the last two splines are dropped, so $B=B'=0$ and both components vanish. The origin is treated below.

In the mixed overlap the $\kappa/r$ terms cancel, $S_{uv}=\tfrac12\int(B_iB_j'+B_i'B_j)=\tfrac12[B_iB_j]=0$. For $u$ built from $B=\sum_j c_jB_j$ the norm is $\|B\|^2+\tfrac14\|D_+B\|^2$, and at $V=0$

$$h(u,u)=\|B\|^2-\tfrac14\|D_+B\|^2+2\cdot\tfrac12\|D_+B\|^2=\|B\|^2+\tfrac34\|D_+B\|^2 .$$

No projector appears. With $t=\|D_+B\|^2/\|B\|^2$ the free Rayleigh quotient is

$$\epsilon(t)=\frac{1+\frac34t}{1+\frac14t}=1+\frac{t/2}{1+t/4},$$

which is $1+t/2$ for small $t$, the nonrelativistic kinetic energy, and tends to 3 for large $t$. The coefficients of the spurious $P$ have $t=4172.6$ and give $3130.45/1044.15=2.99808$; those of the true 2p$_{1/2}$ have $t=0.13298$ and give $1.099735/1.033245=1.06435$. The zigzag now pays almost $2mc^2$, but no more than that. For $v$, $\int BD_+D_-B=-\|D_-B\|^2$ gives $h(v,v)=\tfrac14\|D_-B\|^2-\|B\|^2-\|D_-B\|^2=-\|B\|^2-\tfrac34\|D_-B\|^2$, the mirror image.

## What can be proved

Let $V<0$, with $n_u$ functions $u$, $n_v$ functions $v$ and eigenvalues $E_1\le E_2\le\dots$ On the span of the $v$, $h+\|v\|^2=-\tfrac12\|D_-B\|^2+\langle V\rangle<0$, so every quotient there is below $-1$, and the Courant–Fischer principle puts at least $n_v$ eigenvalues below $-1$. The span of the $u$ has codimension $n_v$, so Cauchy interlacing gives $E_{n_v+j}\ge\mu_j$, where $\mu_j$ are the eigenvalues of the $uu$ block. The number of $\mu_j$ below $1-\eta$ ($\eta>0$) is the number of negative directions of

$$h-(1-\eta)\|u\|^2=\tfrac12\int\Big(1+\frac V2+\frac\eta2\Big)(D_+B)^2dr+\int(V+\eta)B^2dr .$$

Expanding the square and using $\int(B^2)'/r=\int B^2/r^2$ gives $\|D_+B\|^2=\int[B'^2+\kappa(\kappa+1)B^2/r^2]$, and $\kappa(\kappa+1)=l(l+1)$ with $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. If $V\ge-V_0$ with $V_0<2$, the form is bounded below by that of a Schrödinger problem with the correct $l$, potential $V$ and mass $1/(1-V_0/2)$. Beyond the first $n_v$, the DKB levels below $1-\eta$ then cannot outnumber the levels of that problem below $-\eta$, whatever the splines. This is an upper bound on the count and need not equal the Dirac count. In the equal basis the $uu$ quotient is $1+\langle V\rangle$, with no kinetic term, and no such bound arises. The case $0<V<2$ follows from the symmetry.

For a shallow ball, $R=1$, $V(0)=-0.876$, $\kappa=+1$, the lower bound is $\mu_1=0.951093$ and the level is at $0.952585$. For a deep ball a rapidly varying $B$ inside the nucleus has quotient near $3+V$: the model nucleus gives $\mu_1=-45.306$, against $3-48.308=-45.308$, and the bound is empty. For a nucleus of real size the absence of spurious levels is thus not proved here. It is a measured property of a stated spline family, and the family matters.

## Which splines to keep at the origin and at the surface

For finite $V(0)$ the leading equations $rP'=-\kappa P$ and $rQ'=\kappa Q$ give $P\sim r^{|\kappa|}$ for $\kappa<0$, with $Q$ driven one power higher, and the reverse for $\kappa>0$. Write the exact solution as $P=a+\tfrac12D_-b$, $Q=\tfrac12D_+a+b$. Inserting $b=Q-\tfrac12D_+a$ into the first relation and using $D_-Q=(1+V-E)P$,

$$a-\tfrac14D_-D_+a=P-\tfrac12D_-Q=\tfrac12(1+E-V)P,\qquad D_-D_+=\frac{d^2}{dr^2}-\frac{\kappa(\kappa+1)}{r^2}.$$

The same steps give $b-\tfrac14D_+D_-b=\tfrac12(1-E+V)Q$ with $\kappa(\kappa-1)=\bar l(\bar l+1)$, $\bar l=l(-\kappa)$. The regular solutions are $a\sim r^{l+1}$ and $b\sim r^{\bar l+1}$, with exponents $|\kappa|$ and $|\kappa|+1$ in some order.

At the surface $V$ and $V'$ are continuous, while $V''$ jumps from $z/R^3$ to $-2z/R^3$. The right-hand sides are $C^1$, so $a$ and $b$ are $C^3$ with a jump in the fourth derivative. Splines of order $k$ are $C^{k-1-m}$ at a knot of multiplicity $m$, so $m=k-4$.

With a $k$-fold knot at the origin, $B_j\sim r^j$, and two choices present themselves. The regular start begins $u$ at $j=l+1$ and $v$ at $j=\bar l+1$, and every component vanishes at $r=0$. The common start begins both at $j=|\kappa|$ and has $n_u=n_v=n$. For $\kappa=-1$ it contains $v_1$ with $P(0)=\tfrac12(B_1'+B_1/r)|_0=B_1'(0)\ne0$. The boundary term still vanishes, because every $Q$ does: $D_+r=0$ for $\kappa=-1$.

The regular start looks cleaner, and interlacing shows its risk. It is the common start with one function removed, so $E_i\le E_i^{\rm reg}\le E_{i+1}$. For $z>0$, $\kappa>0$ the removed function is a $u$: all $n$ functions $v$ remain, $E_n^{\rm reg}<-1$, and $E^{\rm reg}_{n+1}\ge E_{n+1}$, so nothing new enters the gap. For $\kappa<0$ it is a $v$: the guarantee covers $n-1$ levels, and $E_n^{\rm reg}$ may lie anywhere between the top of the negative sea and the lowest bound level. At $Z=80$, $k=8$, with 7 intervals inside the ball and 60 outside, all possibilities occur. For $\kappa=-1$ it reproduces the 1s level, $0.812012$. For $\kappa=-2$ it is a spurious level at $0.901602$, below the true $0.956451$; for $\kappa=-3$ it lies at $-0.462515$; for $\kappa=-4$ it has passed below $-1$, where one level more than $n_v$ is found. These positions belong to this grid: for $\kappa=-2$ and $-3$ the level $E_n^{\rm reg}$ moves when the grid is changed, with other spline orders it can lie spuriously in the gap for $\kappa=-1$ or $-4$ as well, and no general order in $|\kappa|$ is claimed. The common start shows the exact count in all four cases and is the scheme adopted.

The scheme is then as follows. Place uniform knots in $[0,R]$, $k-4$ knots at $R$ and geometric knots to $r_{\max}$. Keep $j\ge|\kappa|$ and drop the last two splines. Tabulate $B,B',B''$ at 16 Gauss points per interval; $D_+P$ is $D_+B$ for $u$ and $\tfrac12[B''-\kappa(\kappa-1)B/r^2]$ for $v$. Form $h$ and $S$, scale the functions to unit norm, and solve $Hc=ESc$.

The equal basis admits a spurious level because its matrix misses the kinetic cost of a zigzag; dual kinetic balance restores that cost, but the proved bound on the number of levels covers only potentials shallower than $2mc^2$. For a nucleus of real size the absence of spurious levels must still be tested against an independent reference, as must the accuracy of the resulting wave functions.

Numbers in the example were calculated in double precision.
